Inductive voltage overshoot at turn-off, and what capacitance does to it

**Problem**

A power switch is connected to a stiff bus of voltage V0 = 400 V through a commutation loop of total inductance L = 10 nH. It carries I0 = 20 A to an inductive load. At turn-off its current falls linearly to zero at the rate s = 5 A/ns. A freewheel diode across the load takes over the load current.

(a) Ignore all capacitance and clamping. By how much does the switch voltage exceed the bus voltage while the current falls, and what is the total switch voltage? Express the excess also as a potential-energy step for one electron, in eV and in hartree.

(b) Confirm the result from the energy stored in the loop.

(c) Put a constant capacitance C across the switch and let the linear fall of the channel current start suddenly. Find the peak excess voltage without losses. Evaluate it for C = 0.1 nF and C = 2.5 nF, and find the capacitance at which the peak equals the answer to (a).

(d) Explain how the answer to (a) can survive when C is small but not zero. Take C = 0.001 nF and let the slew rate grow linearly from zero to s during τ = 1 ns.

(e) What changes if an ideal clamp across the switch holds the excess voltage below the value found in (a)?

**Solution**

**Circuit, signs and units**

The load and its freewheel diode are in parallel. This pair is in series with the loop inductance and the switch, and the whole chain is connected across the bus. Let i be the current through the loop inductance, positive in the direction in which it flows before turn-off, and let v be the voltage across the switch, positive when the switch opposes that current.

The load inductance is taken to be so large that the load current stays at I0 throughout the transition. The diode then carries I0 − i. Time starts when v has just risen to V0 and the diode begins to conduct. The diode voltage and the loop resistance are neglected.

Inductances are in nH, currents in A, times in ns, capacitances in nF and voltages in V. These units fit together without extra factors, because 1 nH × 1 A/ns = 1 V and 1 nF × 1 V/ns = 1 A. The circuit equations have the same form in atomic units.

**(a) The inductive overshoot**

With the diode conducting, the bus voltage is shared between the loop inductance and the switch:

V0 = L di/dt + v.

Define the excess over the bus as u = v − V0. Subtracting V0 from both sides and solving for u gives

u = −L di/dt.

The minus sign decides whether the switch voltage rises or dips. During turn-off the current decreases, so di/dt = −s with s positive. The two minus signs cancel:

u = −L(−s) = Ls.

The inductance acts to keep the current flowing, and its voltage therefore adds to the bus voltage. If the current were rising at the same rate, u would be −Ls and the switch voltage would lie below the bus.

With the given values,

u = 10 nH × 5 A/ns = 50 V,

v = V0 + u = 400 V + 50 V = 450 V.

The switch must withstand the second number. The bus voltage does not enter the first one, which depends on the loop inductance and the slew rate alone. The initial current does not enter it either. That current sets how long the overshoot lasts:

T = I0/s = 20 A / (5 A/ns) = 4 ns.

An electron moved through a potential difference of 50 V changes its potential energy by 50 eV in magnitude, which is 1.837 hartree. The same number follows if the calculation is done in atomic units from the start. The atomic units of voltage, time and current are E_h/e, ħ/E_h and eE_h/ħ, where E_h is the hartree energy. The unit of inductance is voltage times time divided by current:

(E_h/e)(ħ/E_h)/(eE_h/ħ) = ħ²/(e²E_h).

With L and s expressed in these units, their product is the energy step in hartree.

The inductance in this result is that of the whole loop, including the part inside the switch package. Suppose that L = L_out + L_in, where L_in lies between the package terminals and the semiconductor. A voltmeter at the terminals then reads

v + L_in di/dt = V0 + Ls − L_in s = V0 + L_out s.

During the fall this is less than the voltage on the semiconductor itself, by L_in s.

**(b) The energy balance**

Multiply u = −L di/dt by i:

u i = −L i di/dt = −d/dt(L i²/2).

The left side is the power delivered to the switch because of the excess voltage. The right side is the rate at which the loop loses magnetic energy. Integration from i = I0 at t = 0 to i = 0 at t = T gives

∫ u i dt = L I0²/2 = 10 × 20²/2 nJ = 2000 nJ.

For the linear fall i = I0 − st, the charge that passes through the switch is

∫ i dt = I0T − sT²/2 = I0T − I0T/2 = I0T/2,

where sT = I0 was used in the second step. Its value is 20 A × 4 ns / 2 = 40 nC. Since di/dt is constant, u is constant and can be taken out of the energy integral:

u = (L I0²/2)/(I0T/2) = L I0/T = Ls.

Numerically, 2000 nJ / 40 nC = 50 V, in agreement with (a).

The energy L I0²/2 does not contain the slew rate. A faster fall delivers the same magnetic energy to the switch in a shorter time, and so at a higher voltage. This energy comes on top of V0 ∫ i dt, which the bus supplies during the fall.

**(c) A capacitance across the switch**

The current in the loop and the current in the channel of the switch must now be distinguished. Call them i_L and i_ch. The channel current is prescribed: it falls from I0 at the rate s and stays at zero after t = T. The difference between the two currents charges the capacitance. Since V0 is constant, dv/dt = du/dt, and the equations are

L di_L/dt = −u,

C du/dt = i_L − i_ch.

Differentiate the second equation. During the ramp di_ch/dt = −s, and the first equation gives di_L/dt = −u/L. Hence

C d²u/dt² = −u/L + s.

Multiplication by L and rearrangement give

LC d²u/dt² + u = Ls.

This is an oscillator with angular frequency ω = 1/√(LC), driven by a constant term. Its rest position is the inductive overshoot Ls.

At t = 0 the excess voltage is zero. Both currents are taken to equal I0 at that instant, so du/dt is zero too. This is an idealization: if the capacitance is still being charged when v passes V0, the initial slope is positive and a further term (du/dt at t = 0) × sin(ωt)/ω appears in u. This term can be large. Suppose that the same ramp starts at v = 0, while the diode still blocks and the loop carries I0. For C = 0.1 nF the capacitance needs the charge CV0 = 40 nC to reach the bus voltage. The ramp supplies st²/2, which equals 40 nC at t = 4 ns, just when the channel current reaches zero. The full 20 A then flows into the capacitance, and the peak excess is I0 √(L/C) = 200 V, twice the value found below for zero initial slope.

The general solution is u = Ls + A cos ωt + B sin ωt. The condition u(0) = 0 requires A = −Ls, and the zero initial slope requires B = 0. Therefore

u = Ls(1 − cos ωt), for 0 ≤ t ≤ T.

After the ramp, the driving term is zero. The end of the ramp can be described by adding a second ramp of opposite slope that begins at t = T. Because the equations are linear, its response is added as well:

u = Ls(1 − cos ωt) − Ls[1 − cos ω(t − T)]

= Ls[cos ω(t − T) − cos ωt].

The identity cos a − cos b = 2 sin[(a + b)/2] sin[(b − a)/2], with a = ω(t − T) and b = ωt, turns this into

u = 2Ls sin(ωT/2) sin[ω(t − T/2)], for t ≥ T.

The peak follows from these two expressions.

If ωT ≥ π, the first expression reaches its largest value 2Ls at t = π/ω, while the ramp is still on. The second expression cannot exceed 2Ls, so this is the overall peak.

If ωT < π, the voltage is still rising when the ramp ends. It reaches its maximum when ω(t − T/2) = π/2, which is at t = T/2 + π/(2ω). This time is later than T because π/ω > T. The peak is then the amplitude of the free oscillation. In summary,

u_peak = 2Ls, if ωT ≥ π,

u_peak = 2Ls sin(ωT/2), if ωT < π.

For C = 0.1 nF, √(LC) = √(10 × 0.1) ns = 1 ns, so ω = 1 rad/ns and ωT = 4 rad. This is greater than π, and the peak is

u_peak = 2 × 50 V = 100 V.

The capacitance has doubled the overshoot. The current difference shows why:

i_L − i_ch = C du/dt = CLsω sin ωt = (s/ω) sin ωt,

where LC = 1/ω² was used. When u first reaches Ls, at ωt = π/2, the loop current is falling at the same rate as the channel current. It is, however, still larger than the channel current by s/ω. This surplus goes on charging the capacitance until ωt = π, and by then the voltage has reached 2Ls.

For C = 2.5 nF, √(LC) = √25 ns = 5 ns, so ω = 0.2 rad/ns and ωT = 0.8 rad. Now

u_peak = 100 V × sin(0.4) = 38.9 V.

Here the capacitance does lower the peak. The boundary between the two kinds of behaviour is found by setting the second peak formula equal to Ls:

2 sin(ωT/2) = 1, so ωT/2 = π/6 and ωT = π/3.

Squaring and using ω² = 1/(LC) gives T²/(LC) = π²/9, and therefore

C = 9T²/(π²L) = 9 × 4²/(π² × 10) nF = 1.46 nF.

With zero initial slope, a capacitance larger than this brings the peak below 50 V, and a smaller nonzero one leaves it above. If the ramp starts at v = 0 instead, the channel is already off when a capacitance of this size reaches the bus voltage. The peak is then I0 √(L/C), and the boundary moves to C = I0²/(Ls²) = 1.6 nF. Numerical integration of the two circuit equations reproduces the waveforms and the peaks; the values are in the numerical output below.

The limit of large C has a simple meaning. For ωT ≪ 1, sin(ωT/2) ≈ ωT/2, and

u_peak ≈ LsωT = L I0 ω = I0 √(L/C).

The slew rate has dropped out. The channel has switched off before the voltage could build up, and the magnetic energy goes into an oscillation about the bus voltage, with L I0²/2 = C u_peak²/2.

The loop equation assumed that the diode conducts throughout, which requires i_L ≤ I0. During the ramp u is never negative, so i_L does not rise. Afterwards i_L = C du/dt oscillates with the amplitude

Cω × 2Ls |sin(ωT/2)| = (2s/ω)|sin(ωT/2)| ≤ (2s/ω)(ωT/2) = sT = I0.

The assumption is therefore consistent. The switch voltage also stays positive, since the downward swing of u is at most 2Ls = 100 V and the bus is at 400 V.

**(d) When the simple answer survives a small capacitance**

The result of (c) has a surprising feature. As C becomes smaller, ω grows and ωT eventually exceeds π, after which the peak stays at 2Ls. For C = 0.001 nF the sudden ramp still gives 100 V, although C = 0 gives 50 V.

There is no contradiction. With small C the voltage oscillates rapidly between 0 and 2Ls about the value Ls. Its average over a fixed time interval within the ramp tends to Ls as ω grows, because the average of the cosine tends to zero. The peak does not tend to Ls, since nothing in the lossless model damps the oscillation and the sudden corner in the current excites it fully.

A real channel current does not acquire its full slope in an instant. Let the slope grow linearly, di_ch/dt = −st/τ for 0 ≤ t ≤ τ, and equal −s afterwards until the current reaches zero. During the onset the oscillator equation becomes

LC d²u/dt² + u = Ls t/τ.

A particular solution is u = Ls t/τ, because its second derivative vanishes. Adding B sin ωt keeps u(0) = 0, and the zero initial slope requires Ls/τ + Bω = 0. Hence

u = (Ls/τ)[t − sin(ωt)/ω], for 0 ≤ t ≤ τ.

At t = τ the driving term stops growing. As before, this is described by subtracting the same response started at τ:

u = (Ls/τ){t − sin(ωt)/ω − (t − τ) + sin[ω(t − τ)]/ω}

= Ls{1 − [sin ωt − sin ω(t − τ)]/(ωτ)}.

With sin a − sin b = 2 cos[(a + b)/2] sin[(a − b)/2] this becomes

u = Ls{1 − [2 sin(ωτ/2)/(ωτ)] cos[ω(t − τ/2)]}.

The voltage again oscillates about Ls, but the amplitude is reduced by the factor |2 sin(ωτ/2)/(ωτ)|, which is at most 2/(ωτ). During the onset itself, u is at most Ls[1 + 1/(ωτ)]. So, while the current falls,

u ≤ Ls[1 + 2/(ωτ)].

For ωτ ≫ 1 the excess over Ls disappears, and the answer to (a) is recovered as a peak value. If u and du/dt are both zero at the start, as assumed here, it is therefore sufficient that the slew builds up over a time much longer than 1/ω. A slow onset is not strictly necessary: the ringing after the onset also vanishes when ωτ is a nonzero multiple of 2π, but that depends on an exact match between τ and the oscillation period.

For C = 0.001 nF, √(LC) = 0.1 ns and ω = 10 rad/ns, so ωτ = 10. The bound is 50 V × 1.2 = 60 V. The peak itself is

u_peak = 50 V × [1 + |2 sin(5)/10|] = 59.6 V.

The same circuit gave 100 V with a sudden start. The remaining 9.6 V above the inductive value is residual ringing. The fall now ends at T + τ/2 = 4.5 ns, because the current lost by time t is s(t − τ/2) once the onset is over. This leaves several oscillation periods in which the peak can be reached.

The end of the fall is still abrupt in this example, and it starts a new oscillation about the bus voltage. It does not raise the peak. Ending the ramp at time t_e subtracts Ls[1 − cos ω(t − t_e)] from u, and what remains is a sum of two oscillations with amplitudes Ls and Ls|2 sin(ωτ/2)/(ωτ)|. Their sum cannot exceed the peak already found.

The condition on the start is essential. Suppose that the same gradual fall begins at v = 0, while the diode still blocks and the loop carries I0. The capacitance then needs the charge CV0 = 0.4 nC to reach the bus voltage. The fall supplies st³/(6τ), which equals 0.4 nC at t = 0.78 ns. At that instant the current into the capacitance is st²/(2τ) = 1.53 A. The further term described in (c) therefore has the amplitude 1.53 A × √(L/C) = 153 V, and the peak excess is about 200 V instead of 59.6 V. A slow onset alone does not recover the answer to (a). The further term must also be small: its amplitude (du/dt)/ω at the crossing, which is the current into the capacitance times √(L/C), must be much smaller than Ls. This is a condition on the slope divided by ω, not on the slope itself. At fixed τ, with the crossing inside the onset, that current scales as C^(2/3), so the amplitude falls slowly as C^(1/6) when C is reduced, while the slope grows as C^(−1/3).

**(e) A clamp**

Let an ideal clamp across the switch hold u at a value U smaller than Ls, and neglect the capacitance. The loop law of part (a) still holds, but it now fixes the slope of the loop current:

di_L/dt = −U/L.

Since U/L < s, the loop current falls more slowly than the channel current. The clamp carries the difference. The loop current reaches zero at the time L I0/U, which is later than T = L I0/(Ls).

Both currents fall linearly from I0, so the charge under each is half the initial current times the fall time. The charge through the clamp is the difference:

Q = (I0/2)(L I0/U) − (I0/2)(I0/s)

= (L I0²/2)[1/U − 1/(Ls)].

The clamp sits at the voltage V0 + U while this charge passes, so it must absorb the energy (V0 + U)Q. This vanishes when U approaches Ls, where no clamping is needed. It grows without limit when U approaches zero: a clamp set barely above the bus leaves almost no voltage to bring the loop current down, and it conducts for a very long time.

**Range of validity**

The value of 50 V belongs to a prescribed linear fall in a loop of constant inductance, with no other path for the current. With a capacitance present, it remains the level about which the voltage oscillates during the ramp. The peak may lie above or below that level, depending on ωT, on how gradually the slew begins and on the slope with which v passes the bus voltage. That slope is set to zero here. The model leaves out the charging of the capacitance up to the bus voltage, loop resistance, which damps the ringing, the voltage dependence of a real device capacitance, and any influence of the switch voltage on the channel current. The peaks in (c) and (d) are therefore results for this lossless linear circuit, not predictions for a particular device.

Computed values

```
Loop inductance: 10.0 nH
Current slew magnitude: 5.0 A/ns
Initial current: 20.0 A
Bus voltage: 400.0 V
Current fall time: 4.00 ns
Inductive overshoot: 50.00 V
Device voltage during fall: 450.00 V
Electron energy step: 50.0000 eV
Electron energy step: 1.83747 hartree
Stored magnetic energy: 2000.0 nJ
Charge passed during fall: 40.00 nC
Overshoot from energy balance: 50.00 V
C = 0.001 nF: angular frequency 10.0000 rad/ns
C = 0.001 nF: ramp angle w*T 40.000 rad
C = 0.001 nF: simulated sudden-ramp peak 100.00 V
C = 0.001 nF: formula sudden-ramp peak 100.00 V
C = 0.100 nF: angular frequency 1.0000 rad/ns
C = 0.100 nF: ramp angle w*T 4.000 rad
C = 0.100 nF: simulated sudden-ramp peak 100.00 V
C = 0.100 nF: formula sudden-ramp peak 100.00 V
C = 2.500 nF: angular frequency 0.2000 rad/ns
C = 2.500 nF: ramp angle w*T 0.800 rad
C = 2.500 nF: simulated sudden-ramp peak 38.94 V
C = 2.500 nF: formula sudden-ramp peak 38.94 V
Capacitance where peak equals L*s: 1.459 nF
Simulated peak at that capacitance: 50.00 V
Slew onset time in gradual case: 1.00 ns
Capacitance in gradual case: 0.001 nF
Simulated peak in gradual case: 59.59 V
Upper bound in gradual case: 60.00 V
```
